Switching factors 0, 1 and 2 for a coupling capacitance

**Definitions and conventions**

Two parallel interconnect lines lie in a linear dielectric, surrounded by other conductors held at fixed potential. Line 1 is the one whose load we want. Line 2 is its neighbour. Their potentials are V1 and V2, and Q1 is the charge on line 1. Each line is connected to a driver, and there is no leakage through the dielectric. Charge and current are positive when they flow from a driver onto its line.

The symbol Δ means the final settled value minus the initial settled value. In the examples line 1 rises from 0 to V, so ΔV1 = V. The neighbour has an equal swing if |ΔV2| = |ΔV1|.

Cc is the mutual, or coupling, capacitance of the two lines. Cg is the capacitance of line 1 to all the fixed conductors. The switching factor k is defined through the net charge that the driver of line 1 supplies:

ΔQ1 = (Cg + k Cc) ΔV1.

Thus Cg + k Cc is the grounded capacitor that would take the same charge for the same swing. The physical capacitance Cc does not change during switching.

The numerical example has copper lines 40 nm wide and 80 nm thick, with 40 nm spacing and 50 µm length. The relative permittivity is 2.7 and V = 0.7 V. Grounded planes lie 80 nm above and below. A grounded shield line runs on the outer side of each of the two lines, and grounded walls stand 40 nm beyond the shields.

**First case: the coupling capacitor alone**

Let Cg = 0. The charge on the plate belonging to line 1 depends on the voltage across the capacitor:

Q1 = Cc (V1 − V2).

Three transitions of the neighbour accompany the rise of line 1.

Together: V2 also goes from 0 to V. The difference V1 − V2 is 0 before and 0 after, so ΔQ1 = 0.

Still: V2 stays at 0. The difference goes from 0 to V, so ΔQ1 = Cc V.

Opposite: V2 goes from V to 0. The difference goes from −V to +V, so

ΔQ1 = Cc [V − (−V)] = 2 Cc V.

Division by Cc V gives 0, 1 and 2. In the opposite case the capacitor is first emptied of one polarity and then filled with the other. Each half takes Cc V. The voltage across the capacitor changes by 2V, but its magnitude in the settled states is V, so those states put no doubled field across the dielectric.

A still neighbour may also rest at V. The difference then goes from −V to 0, and its change is again V. The resting level drops out because charge supplied depends on a change.

**Second case: two lines among fixed conductors**

Electrostatics in a linear dielectric is linear, so the charge on line 1 is a linear function of all potentials:

Q1 = c11 V1 + c12 V2 + Q0.

The constant Q0 comes from fixed conductors at potentials other than zero. It cancels from every difference between two states. The coefficient c12 is negative or zero: a positive neighbour induces negative charge on a grounded line 1. Define

Cc = −c12,  Cg = c11 + c12.

Then c11 = Cg + Cc, and substitution gives

Q1 = (Cg + Cc) V1 − Cc V2 + Q0
   = Cg V1 + Cc (V1 − V2) + Q0.

This agrees with the verbal definition of Cg: if V1 = V2, the coupling term vanishes and the remaining charge belongs to the fixed surroundings.

Now subtract the initial state from the final state:

ΔQ1 = Cg ΔV1 + Cc (ΔV1 − ΔV2).

For ΔV1 ≠ 0, take ΔV1 out of the bracket:

ΔQ1 = [Cg + Cc (1 − ΔV2/ΔV1)] ΔV1.

Comparison with the definition of k gives

k = 1 − ΔV2/ΔV1.

For equal swings, ΔV2/ΔV1 is +1 when the lines switch together and −1 when they switch oppositely; it is 0 for a still neighbour. Therefore k = 0, 2 and 1 respectively. The same result holds when line 1 falls, because the ratio is unchanged when both signs are reversed.

The formula also shows what equal swings contribute to the statement. If the neighbour falls by V/2 while line 1 rises by V, then k = 1 + 1/2 = 1.5. If the neighbour swings further than line 1, k lies below 0 or above 2.

Time does not appear in the derivation. If the neighbour falls long after line 1 has risen, the driver of line 1 first supplies (Cg + Cc)V. It later supplies another Cc V while holding its line at V. The sum is (Cg + 2Cc)V. If the neighbour rises late instead, the second contribution is −Cc V, and the driver takes charge back. Hence k describes net charge over a period that contains both complete transitions.

A two-dimensional field calculation for the example gives

Cg = 5.457 fF,  Cc = 3.086 fF.

Doubling the grid step from 2 to 4 nm changes these by 0.42 % and 0.62 %. The same method, applied to a thin strip between planes, differs from the exact capacitance by 1.24 %. Finer grids, graded toward the corners, lower the values to about Cg = 5.44 fF and Cc = 3.07 fF, by 0.3 % and 0.4 %, and leave (Cg + 2Cc)/Cg at 2.13. The third figure of the capacitances, charges and delays below is therefore uncertain by this amount; further digits are kept here so that sums can be followed.

Separate field solutions with the actual voltages before and after each transition give charges of 3.820, 5.980 and 8.140 fC for together, still and opposite. Dividing by 0.7 V gives loads of 5.457, 8.543 and 11.629 fF. These are

5.457 + 0 × 3.086 = 5.457 fF,
5.457 + 1 × 3.086 = 8.543 fF,
5.457 + 2 × 3.086 = 11.629 fF.

A neighbour resting at 0.7 V gives the same 5.980 fC as one resting at 0 V. The opposite half swing gives k = 1.500.

**Third case: several neighbours**

Let Cj be the coupling to neighbour j, and let C0 be the capacitance to the conductors that remain fixed. Linearity adds one term for each neighbour:

ΔQ1 = C0 ΔV1 + Σj Cj (ΔV1 − ΔVj).

Division by ΔV1 gives

ΔQ1/ΔV1 = C0 + Σj kj Cj,  kj = 1 − ΔVj/ΔV1.

With one switching neighbour this returns the previous result. With two neighbours that each have coupling Cc and swing no further than line 1, the coupling part of the load runs from 0 to 4Cc, and it is 2Cc if one switches together and the other oppositely with equal swings.

In the example, let the shield on the outer side of line 1 become a switching line. Its coupling is 3.078 fF, and this amount must be removed from Cg:

C0 = 5.457 − 3.078 = 2.379 fF.

If both neighbours switch together with line 1, the load is 2.379 fF. If both switch oppositely, it is

2.379 + 2 × 3.078 + 2 × 3.086 = 14.707 fF.

Direct field solutions give the same two loads. The line, its dielectric and its own swing are the same in both cases; the load differs by a factor of about six because the neighbours do different things.

**From total charge to delay**

Delay depends on the course of the voltage, so total charge is not sufficient. Differentiate Q1 with respect to time. For fields that follow the potentials without appreciable propagation delay, the driver current is

i1 = Cg dV1/dt + Cc d(V1 − V2)/dt.

Suppose now that both lines have the same Cg and that their drivers are matched and start simultaneously. Let a driver deliver the current f(u), where u is its target voltage minus the line voltage. Mirror symmetry between pull-up and pull-down means f(−u) = −f(u). The function need not be linear.

When the lines switch together, both start at 0 and obey the same equation. Therefore V2 = V1 throughout, the coupling term vanishes, and

f(V − V1) = Cg dV1/dt.

When they switch oppositely, try V2 = V − V1. This is correct at the start, where V1 = 0 and V2 = V. Since dV2/dt = −dV1/dt, the equation of line 1 becomes

f(V − V1) = Cg dV1/dt + Cc (dV1/dt + dV1/dt)
          = (Cg + 2Cc) dV1/dt.

The trial must also satisfy the equation of line 2, whose target is 0:

f(0 − V2) = Cg dV2/dt + Cc d(V2 − V1)/dt.

The left side is f(V1 − V) = −f(V − V1). The right side is −(Cg + 2Cc) dV1/dt. Multiplication by −1 gives the equation already found for line 1, so the trial solves both equations.

Under these conditions the factors 0 and 2 hold at every instant. Line 1 behaves as a single line with load C = Cg or C = Cg + 2Cc. Separating variables gives its time to half swing:

t½ = C ∫ dv / f(V − v), with v from 0 to V/2.

The integral is common to both cases, so the delay is proportional to C. For a resistive driver f(u) = u/R, the integral is R ln 2, and

t½ = R C ln 2.

With R = 5 kΩ, the two delays are

5 kΩ × 5.457 fF × 0.693 = 18.9 ps (together),
5 kΩ × 11.629 fF × 0.693 = 40.3 ps (opposite).

Integration of the two coupled circuit equations gives 18.91 and 40.30 ps. A driver that saturates, f(u) = Is tanh[u/(Is R)] with Is = 0.07 mA, gives 30.75 and 65.52 ps. It is slower, but the ratio of the two delays is 2.13 for both drivers, equal to 11.629/5.457.

**A still neighbour is not perfectly still**

If line 2 is held at 0 through its own resistance R, the rising line pulls it upward for a while. The equations are

(V − V1)/R = Cg dV1/dt + Cc d(V1 − V2)/dt,
−V2/R = Cg dV2/dt + Cc d(V2 − V1)/dt.

Add them, with S = V1 + V2. The coupling currents cancel:

V − S = R Cg dS/dt.

Subtract the second from the first, with D = V1 − V2. The coupling currents add:

V − D = R (Cg + 2Cc) dD/dt.

Both S and D start at 0. With τe = R Cg and τo = R(Cg + 2Cc), the solutions are

S = V [1 − exp(−t/τe)],  D = V [1 − exp(−t/τo)].

Since V1 = (S + D)/2 and V2 = (S − D)/2,

V1 = V {1 − [exp(−t/τe) + exp(−t/τo)]/2},
V2 = (V/2) [exp(−t/τo) − exp(−t/τe)].

In the example τe = 27.28 ps and τo = 58.14 ps. The neighbour rises to a peak of 0.095 V and then returns to 0. The return makes the total charge factor equal to 1, although the factor was different on the way.

The half-swing delay is 27.01 ps. To compare it with a single RC load, define a delay factor kd by t½ = R(Cg + kd Cc) ln 2:

kd = [t½/(R ln 2) − Cg]/Cc
   = (27.01/3.466 − 5.457)/3.086 ≈ 0.76.

This is less than 1, and the reason can be derived. Let τs = R(Cg + Cc) = 42.71 ps, the mean of τe and τo. A load with factor 1 reaches half swing at t = τs ln 2 = 29.6 ps. Regarded as a function of τ, exp(−t/τ) has the second derivative

exp(−t/τ) (t/τ³)(t/τ − 2),

which is negative for τ > t/2. Here t/2 is 14.8 ps, below both time constants. The function is therefore concave between them, and its mean at τe and τo is smaller than its value at τs, which is 1/2. Hence V1 has already passed V/2 at 29.6 ps.

Another measure of delay does have factor 1. For a resistive driver V − V1 = R i1. Integration over the complete transition gives

∫ (1 − V1/V) dt = (R/V) ∫ i1 dt = R ΔQ1/V.

This area delay inherits the charge factor. For the still neighbour it is R(Cg + Cc) = 42.71 ps. For a single exponential it equals the time constant, so it should not be compared directly with a half-swing delay.

In the limit where the neighbour is held rigidly, V2 is constant and i1 = (Cg + Cc) dV1/dt at every instant. Then the half-swing factor is also 1, and the delay is 29.6 ps.

**Fast, late and unequal neighbours**

The charge formula can be applied to any interval if Δ denotes the changes within that interval. Stop at the moment when line 1 reaches V/2, and suppose that a very fast neighbour has already completed its full swing. Then ΔV1 = V/2 and ΔV2 = ±V, so

k = 1 − (±V)/(V/2) = 1 ∓ 2.

The charge factor up to half swing is −1 for a neighbour moving together and 3 for one moving oppositely. Over the complete transition, the factors return to 0 and 2.

For the delay, let the neighbour make an ideal step at t = 0. A resistor passes no finite charge in an instant, so

0 = (Cg + Cc) δV1 − Cc δV2,
δV1 = r δV2,  r = Cc/(Cg + Cc).

In the example r = 3.086/8.543 = 0.361. An opposite step moves line 1 from 0 to −rV. The neighbour is then fixed, and the remaining voltage decays with τs:

V − V1 = V (1 + r) exp(−t/τs).

Setting the left side to V/2 gives

t½ = τs ln[2(1 + r)].

For a step in the same direction, r changes sign. This form requires r < 1/2, since otherwise the step itself takes line 1 to half swing. The formulas give 42.8 and 10.5 ps. Integration with a neighbour driver a thousand times stronger than that of line 1 gives 42.79 and 10.44 ps. The corresponding kd are 2.23 and −0.79. They differ from 3 and −1 because a resistive driver does not deliver constant current: equal charges can take different times.

Timing matters too. Let the opposite step occur at time t0. Just afterwards the remaining voltage is V[exp(−t0/τs) + r]. If this exceeds V/2, line 1 still has to make its last crossing of half swing, which happens at

t½ = t0 + τs ln{2[exp(−t0/τs) + r]}
   = τs ln{2[1 + r exp(t0/τs)]}.

For t0 = 0 this is the previous result. It grows with t0. A step at the first half crossing, where exp(t0/τs) = 2, gives τs ln[2(1 + 2r)] = 52.8 ps; the integrated value is 52.85 ps, or kd = 3.17. A somewhat later step can throw line 1 back below V/2 and delay the last crossing further. For r < 1/2 the formula ceases to apply when exp(−t0/τs) + r falls to 1/2, because the step then no longer brings line 1 below half swing. Thus 2 is not an upper bound on the delay factor.

Moderately unequal drivers show the same sensitivity. With simultaneous opposite switching and R = 5 kΩ held fixed for line 1, a neighbour driver of 2.5 kΩ gives kd = 2.43, and one of 10 kΩ gives 1.39. The first value exceeds the 2.23 of the nearly ideal step at t = 0, so making the neighbour faster does not steadily increase the delay. The equation of line 1 shows why. Divided by Cg + Cc, it reads

dV1/dt + V1/τs = V/τs + r dV2/dt,

and its solution from V1 = 0 is

V1(t) = V [1 − exp(−t/τs)] + r ∫ exp[−(t − s)/τs] (dV2/ds) ds, with s from 0 to t.

A fall of the neighbour at time s is thus weighted by exp[−(t − s)/τs]. The weight is smallest for a fall at the start and largest for one just before the crossing, while a fall after the crossing does not count. Slowing the neighbour raises the weight of its fall but leaves more of it until after the crossing, so the delay can first grow and then shrink.

The total charge remains indifferent to these details. With matched drivers and an opposite neighbour starting 100 ps late, the integrated charge gives k = 2.000.

**The model beside a real interconnect**

The dimensions, permittivity and swing are rough values for a dense intermediate wiring level in a low-voltage logic chip. The planes stand for densely wired levels above and below, and 5 kΩ is a round value for a weak driver. Real dielectric stacks also contain barrier and etch-stop layers with other permittivities. In a linear stack these alter Cg and Cc but leave k = 1 − ΔV2/ΔV1 intact, since its derivation did not require a uniform dielectric.

For delay, the factors 0 and 2 also depend on matched and simultaneous switching. The two unequal drivers above move the opposite-switching delay from 40.3 ps to about 44.9 and 33.8 ps, or by +11 % and −16 %. A neighbour that is both late and very fast can do more: the late step gave 52.85 ps. Matched lines, matched mirror-symmetric drivers and common timing are sufficient conditions for using factors 0 and 2 in a delay estimate, provided that the conductors counted in Cg really stay at fixed potential during the transition. If the two shields are replaced by quiet signal lines, each held through 5 kΩ, they move with the switching pair, and the delays become 15.9 and 38.2 ps, or kd = −0.28 and 1.80. When they are not met, the factors cannot be taken for granted.

Wire resistance is a smaller correction here. A rough resistivity of 5 µΩ cm gives 0.78 kΩ for the line. Distributing it along the length raises the far-end delay for opposite switching from 40.30 to 43.91 ps, about 9 %. Increasing the wire resistance by a further 30 % gives 45.00 ps with the driver resistance held fixed. This is a generous allowance for a hot circuit, because much of the resistivity of so narrow a line comes from surfaces and grain boundaries and depends little on temperature. For matched lines the relations V2 = V1 and V2 = V − V1 hold at each position along the wire, so with ideal shields the factors 0 and 2 survive: the ratio of the opposite to the together delay is 43.91/20.61 = 2.13, as before. Shields with the same 0.78 kΩ, grounded only at the driver end, are not quite fixed and give 43.8/20.4 = 2.15.

The signal flight time is 0.27 ps, between 1 and 2 % of the shortest of the three matched-driver delays without wire resistance, 18.91 ps. This supports the neglect of propagation in the example; a longer line with a stronger driver would need a new comparison. A rough dielectric resistivity of 10¹³ Ω m gives a charge relaxation time of about 240 s, so leakage is negligible during switching. The mean field between settled lines at opposite levels is 0.7 V/40 nm = 0.175 MV/cm, against a rough breakdown field of 5 MV/cm. The field at the line corners is higher than this mean, and the comparison does not predict long-term reliability.

The numerical output below lists the field, charge and delay results for these cases.

Computed results

```
width, spacing: 40, 40 nm
thickness, gap to each plane: 80, 80 nm
length: 50 um; permittivity: 2.7
swing: 0.7 V; driver: 5.0 kOhm
stripline solver error: 1.24 %
4 nm vs 2 nm grid, Cg: 0.42 %
4 nm vs 2 nm grid, Cc: 0.62 %
Cg: 5.457 fF; Cc: 3.086 fF
field, together: Q = 3.820 fC, k = -0.000
field, still, low: Q = 5.980 fC, k = 1.000
field, still, high: Q = 5.980 fC, k = 1.000
field, opposite: Q = 8.140 fC, k = 2.000
field, opposite, half swing: Q = 7.060 fC, k = 1.500
load, together: 5.457 fF
load, still, low: 8.543 fF
load, opposite: 11.629 fF
left-line coupling: 3.078 fF; rest: 2.379 fF
load, both neighbours together: 2.379 fF
load, both neighbours opposite: 14.707 fF
time constants even, odd: 27.28, 58.14 ps
circuit, together: charge k = 0.000
  half delay 18.91 ps, delay k = 0.000
  area delay 27.28 ps
circuit, still, low: charge k = 1.000
  half delay 27.01 ps, delay k = 0.757
  area delay 42.71 ps
circuit, opposite: charge k = 2.000
  half delay 40.30 ps, delay k = 2.000
  area delay 58.14 ps
still neighbour peak disturbance: 0.0952 V
opposite, 100 ps late: charge k = 2.000
saturation current: 0.07 mA
saturating driver, together: 30.75 ps
saturating driver, opposite: 65.52 ps
opposite, neighbour R ratio 0.5: delay k = 2.431
opposite, neighbour R ratio 2.0: delay k = 1.390
r = Cc/(Cg+Cc): 0.3612
fast, together: 10.44 ps, charge k = -1.00, delay k = -0.79
fast, opposite: 42.79 ps, charge k = 3.00, delay k = 2.23
fast, opposite at half: 52.85 ps, charge k = 3.00, delay k = 3.17
rough copper resistivity: 5.0 uOhm cm
wire resistance: 0.781 kOhm; hot ratio: 1.3
with wire, together: 20.61 ps; hot: 21.11 ps
with wire, still, low: 29.48 ps; hot: 30.22 ps
with wire, opposite: 43.91 ps; hot: 45.00 ps
flight time: 0.274 ps
rough dielectric resistivity: 1e+13 ohm m
dielectric relaxation time: 239 s
mean field: 0.175 MV/cm; rough breakdown: 5 MV/cm
```
